# Exact range-separated density functional theory, with Hooke's atom as example, part 3

Range-separated theory is tested on Hooke's atom: \(N=2\), \(v=\tfrac12\omega^2r^2\), \(\omega=\tfrac12\). Energies are in hartree, \(\mu\) in bohr\(^{-1}\); program output follows the text. \(\hat T,\hat V,\hat W\) are the kinetic, external and repulsion operators, \(T,V,W\) their physical expectation values; \(\Psi,E_0,n_0\) are the physical ground state, energy and density. \(\hat W^{\rm lr}_\mu,\hat W^{\rm sr}_\mu\) sum \(w^{\rm lr}_\mu=\operatorname{erf}(\mu r)/r\), \(w^{\rm sr}_\mu=\operatorname{erfc}(\mu r)/r\).
\[
\tilde w^{\rm lr}_\mu(k)=\frac{4\pi}{k^2}\int_{k^2/4\mu^2}^\infty e^{-s}ds=\frac{4\pi}{k^2}e^{-k^2/4\mu^2}. \tag{4}
\]
\[
\int w^{\rm sr}_\mu\,d^3r=\frac{4\pi}{\mu^2}\cdot\frac14=\frac{\pi}{\mu^2}. \tag{5}
\]
\(F^\mu,F\) minimise \(\langle\hat T+\hat W^{\rm lr}_\mu\rangle,\langle\hat T+\hat W\rangle\) at fixed density; \(\Psi^\mu\) (kinetic energy \(T^\mu\)) gives \(F^\mu[n_0]\).
\[
E^{\rm sr}_\mu[n]=F[n]-F^\mu[n]. \tag{6}
\]
\[
E_0=\min_{\Psi'}\Big\{\langle\Psi'|\hat T+\hat V+\hat W^{\rm lr}_\mu|\Psi'\rangle+E^{\rm sr}_\mu[n_{\Psi'}]\Big\}, \tag{7}
\]
The braces are \(\mathcal J_\mu\). \(\mathcal E^\mu[u]\) is the ground-state energy with potential \(u\); \(\mathcal E^\mu\) is its value at \(u=v+v^{\rm sr}_\mu\), \(v^{\rm sr}_\mu=\delta E^{\rm sr}_\mu/\delta n\). Assumption A: \(n_0\) is a non-degenerate model ground-state density (representability); \(F^\mu,F\) are differentiable there.
\[
F^\mu[n_0]=\max_u\Big\{\mathcal E^\mu[u]-\int u\,n_0\Big\}. \tag{9}
\]
\[
0\le\langle\Psi|\hat W^{\rm sr}_\mu|\Psi\rangle\ \le\ E^{\rm sr}_\mu\ \le\ \langle\Psi^\mu|\hat W^{\rm sr}_\mu|\Psi^\mu\rangle. \tag{13}
\]
\[
\frac{dF^\mu}{d\mu}=\frac{2}{\sqrt\pi}\Big\langle\Psi^\mu\Big|\sum_{i<j}e^{-\mu^2r_{ij}^2}\Big|\Psi^\mu\Big\rangle\equiv D(\mu). \tag{14}
\]
\[
0\le F^\mu-T_s\le\frac{N(N-1)\mu}{\sqrt\pi}. \tag{16}
\]
At \(\mu=0\): Kohn–Sham determinant \(\Phi\), potential \(v_s=v+v_{\rm Hxc}\), \(F^0=T_s\), \(E_{\rm Hxc}=F-T_s\). \(E^{\rm lr}_{\rm Hx},E^{\rm sr}_{\rm Hx}\) are \(\hat W^{\rm lr}_\mu,\hat W^{\rm sr}_\mu\) averaged in \(\Phi\), with sum \(E_{\rm Hx}\); \(E_c=E_{\rm Hxc}-E_{\rm Hx}\), \(E_c^{\rm sr}=E^{\rm sr}_\mu-E^{\rm sr}_{\rm Hx}=E_c-E_c^{\rm lr}\).
\[
\mathcal J_\mu[\Phi]-E_0=T_s+E^{\rm lr}_{\rm Hx}-F^\mu=-E^{\rm lr}_c\ge0. \tag{17}
\]
\[
E^{\rm sr}_\mu=E_{\rm Hxc}-\frac{N(N-1)}{\sqrt\pi}\mu+\frac{2\mu^3}{3\sqrt\pi}\Big\langle\Phi\Big|\sum_{i<j}r_{ij}^2\Big|\Phi\Big\rangle+O(\mu^5). \tag{18}
\]
Here \(\langle\Phi|r_{12}^2|\Phi\rangle=\int n_0r^2\,d^3r\). For orbital \(\varphi\) and \(p\) states \(\varphi_{az}\), \(z_a=\langle\varphi_{az}|z|\varphi\rangle\), \(\Delta_a=\varepsilon_a-\varepsilon_\varphi\), \(\lambda=4\mu^3/(3\sqrt\pi)\):
\[
E_c^{\rm lr}=-3\lambda^2\sum_{a,b}\frac{z_a^2z_b^2}{\Delta_a+\Delta_b},\qquad 1-|\langle\Phi|\Psi^\mu\rangle|^2=3\lambda^2\sum_{a,b}\frac{z_a^2z_b^2}{(\Delta_a+\Delta_b)^2}, \tag{19}
\]
At this order kinetic energy rises by \(|E_c^{\rm lr}|\), long-range repulsion falls by \(2|E_c^{\rm lr}|\). With \(C=\max_{y\ge0}y\operatorname{erfc}y\),
\[
0\le E^{\rm sr}_\mu\le\langle\Psi^\mu|\hat W^{\rm sr}_\mu|\Psi^\mu\rangle\le\frac{4C(N-1)F}{\mu}. \tag{20}
\]
\[
E^{\rm sr}_\mu=I\Big[\frac{\pi}{2\mu^2}+\frac{2\sqrt{2\pi}}{3\mu^3}\Big]+O(\mu^{-4}\ln\mu). \tag{23}
\]
\(I=\int n_2(\mathbf r,\mathbf r)d^3r\), \(n_2\) the pair density; \(I^\mu=I[1+2/(\sqrt\pi\mu)+\dots]\) belongs to \(\Psi^\mu\), and \(\Psi^\mu-\Psi\) begins at \(\mu^{-2}\) outside coalescence. \(Q(y)=(\frac{y^2}2+\frac14)\operatorname{erf}y+\frac{ye^{-y^2}}{2\sqrt\pi}\), \(Q''=\operatorname{erf}y\), \(p=Q/y\), \(p(0)=1/\sqrt\pi\), \(J=\int_0^\infty y^2pe^{-y^2}dy=1/(2\sqrt2)\). Coordinates: \(\mathbf R=(\mathbf r_1+\mathbf r_2)/2\), \(\mathbf r=\mathbf r_1-\mathbf r_2\).

**Exact solution.** Since \(r_1^2+r_2^2=2R^2+r^2/2\), the Hamiltonian separates into \(-\tfrac14\nabla_R^2+\omega^2R^2\), with ground state \(e^{-R^2/2}\) and energy \(3\omega/2=\tfrac34\), and \(-\nabla_r^2+r^2/16+1/r\). Try \(u=q\,e^{-r^2/8}\), \(q=r+r^2/2\), for \(r\) times the relative function. Then \(u''=[q''-\tfrac r2q'+(\tfrac{r^2}{16}-\tfrac14)q]e^{-r^2/8}\) with \(q'=1+r\), \(q''=1\), so
\[
-u''+\frac{r^2}{16}u+\frac ur=\Big[-1+\frac r2+\frac{r^2}2+\frac q4+1+\frac r2\Big]e^{-r^2/8}=\frac54u .
\]
The function has no node, so it is the ground state: \(E_0=2\) and \(\psi\propto(1+r_{12}/2)e^{-(r_1^2+r_2^2)/4}\). The relative norm is \(4\pi\int_0^\infty(r^2+r^3+r^4/4)e^{-r^2/4}dr=4\pi(2\sqrt\pi+8+3\sqrt\pi)\), and with \(n_2=2|\psi|^2\), \(I=1/[2\pi(8+5\sqrt\pi)]=0.0094385\) bohr\(^{-3}\).

For the density, integrate \((1+r_{12}+r_{12}^2/4)e^{-r_2^2/2}\) over \(\mathbf r_2\). This is \((2\pi)^{3/2}\) times an average over a Gaussian of unit variance per axis, for which \(\langle r_{12}^2\rangle=r_1^2+3\). The Gaussian has transform \(e^{-k^2/2}\), so (4) with \(\mu=1/\sqrt2\) gives \(\langle1/r_{12}\rangle=\operatorname{erf}(r_1/\sqrt2)/r_1\). For \(f=\langle r_{12}\rangle\), \(\nabla^2r=2/r\) gives \((r_1f)''=2\operatorname{erf}(r_1/\sqrt2)\), solved by \(r_1f=4Q(r_1/\sqrt2)\); a constant in \(f\) is excluded because \(f=r_1+O(1/r_1)\) at large \(r_1\). The prefactor is \(2(2\pi)^{3/2}/[\pi^{3/2}\cdot4\pi(8+5\sqrt\pi)]\), where \(\pi^{3/2}\) is the centre-of-mass norm, and
\[
n_0(r)=\frac{\sqrt2\,e^{-r^2/2}}{\pi(8+5\sqrt\pi)}\Big[\frac74+\frac{r^2}4+\Big(r+\frac1r\Big)\operatorname{erf}\frac r{\sqrt2}+\sqrt{\frac2\pi}\,e^{-r^2/2}\Big].
\]
It gives \(\int n_0r^2=7.105114\) bohr\(^2\), \(V=7.105114/8=0.888139\) and \(F=2-0.888139=1.111861\), made of \(T=0.664418\) and \(W=0.447443\).

**Kohn–Sham quantities.** The orbital \(\varphi=\sqrt{n_0/2}\) has no node, so it is the non-degenerate ground state of \(v_s=\varepsilon_\varphi+\nabla^2\varphi/(2\varphi)\), and the representability part of A holds at \(\mu=0\); the differentiability part is assumed. Then \(T_s=\int|\nabla\varphi|^2=\int|\nabla n_0|^2/(8n_0)\), the von Weizsäcker integral, and by (4)
\[
E^{\rm lr}_{\rm Hx}=\frac14\int\frac{d^3k}{(2\pi)^3}\tilde n_0^2\,\frac{4\pi}{k^2}e^{-k^2/4\mu^2}=\frac1{2\pi}\int_0^\infty\tilde n_0(k)^2e^{-k^2/4\mu^2}dk .
\]
These one-dimensional integrals give \(T_s=0.635246\) and \(E_{\rm Hx}=0.515125\), so \(E_{\rm Hxc}=1.111861-0.635246=0.476615\) and \(E_c=0.476615-0.515125=-0.038510\).

**Computing \(F^\mu\).** With \(v^{\rm sr}_\mu\) present the problem no longer separates. Equation (9) is solved with 161 products of centre-of-mass, relative and angular functions, and a potential \(v+\sum_ac_ag_a\) with eight functions built from \(r^2\) and seven Gaussians, in the gauge \(\int v^{\rm sr}_\mu n_0=0\). The finite wavefunction basis raises the computed maximum and the finite potential basis lowers it, so the result is not a bound in either direction and has to be checked. At \(\mu=0\) it is \(F^0=0.6352457\), equal to the von Weizsäcker value to the digits shown (tested to \(10^{-5}\)). The potential is less accurate: its density-weighted rms deviation from the closed-form \(v_{\rm Hxc}\) is \(2.1\times10^{-4}\) (tested to \(2\times10^{-3}\)), and the drop between 1 and 3 bohr is 0.29740 against 0.29787. This is what a maximum implies, an error in \(u\) entering (9) only at second order.

| \(\mu\) | \(F^\mu\) | \(E^{\rm sr}_\mu\) | \(E^{\rm sr}_c\) | \(1-\lvert\langle\Phi\vert\Psi^\mu\rangle\rvert^2\) |
|---|---|---|---|---|
| 0 | 0.635246 | 0.476615 | −0.038510 | 0.000000 |
| 0.25 | 0.882634 | 0.229227 | −0.038182 | 0.000384 |
| 0.5 | 1.011583 | 0.100278 | −0.033777 | 0.005060 |
| 1 | 1.085500 | 0.026361 | −0.019678 | 0.016478 |
| 2 | 1.106364 | 0.005497 | −0.007247 | 0.023250 |
| 4 | 1.110699 | 0.001162 | −0.002113 | 0.025160 |
| 8 | 1.111599 | 0.000262 | −0.000563 | 0.025599 |
| ∞ | 1.111861 | 0 | 0 | 0.025730 |

The program tests the monotonic fall of \(E^{\rm sr}_\mu\) over all values of \(\mu\) it computes, the two-sided bound (13) at every finite \(\mu\) of the table, and, at the nonzero finite ones, the bounds (16) and (20), the sign in (17) and an overlap below one. The model is weakly correlated: even the physical wavefunction has only 2.6 % of its weight outside \(\Phi\), so it illustrates the exact structure and not the stretched-bond regime.

**The case \(\mu=0.5\).** The model wavefunction has \(T^\mu=0.639738\) and \(\langle\hat W^{\rm lr}\rangle=0.371845\), so \(F^\mu=1.011583\) and \(\langle\hat T+\hat V+\hat W^{\rm lr}\rangle=1.011583+0.888139=1.899722\), which in the chosen gauge is also \(\mathcal E^\mu\). The functional is
\[
E^{\rm sr}_{0.5}=1.111861-1.011583=0.100278\ \text{Ha}=2.7287\ \text{eV}.
\]
The sum \(1.899722+0.100278=2\) holds by the definition (6) and checks nothing. The content lies in the following comparisons.

The bounds (13) read \(0.086708<0.100278<0.117571\). Those of (16) and (20) are loose here: \(F^\mu-T_s=0.376337\) against 0.5642, and 0.100278 against 2.1381.

The Fourier integral gives \(E^{\rm lr}_{\rm Hx}=0.381070\), tested to \(10^{-5}\) against the expectation value in the numerical \(\mu=0\) wavefunction. So \(E^{\rm sr}_{\rm Hx}=0.515125-0.381070=0.134055\) and \(E^{\rm sr}_c=0.100278-0.134055=-0.033777\). By (17) the Kohn–Sham determinant lies above \(E_0\) by \(0.635246+0.381070-1.011583=0.004733\) Ha, or 0.1288 eV. At this \(\mu\) the wavefunction carries \(0.381070/0.515125=74\,\%\) of \(E_{\rm Hx}\) but only \(0.004733/0.038510=12\,\%\) of \(E_c\). The ordering is the one part 7 gives at small \(\mu\), but that expansion does not account for the numbers here: \(\mu^2\langle r_{12}^2\rangle=1.78\), and the \(\mu^6\) term computed below would give \(E_c^{\rm lr}=-0.044\), about nine times the actual value. The kinetic energy has risen by \(0.639738-0.635246=0.004492\) and the long-range repulsion has fallen by \(0.381070-0.371845=0.009225\); the ratio 2.05 is close to the second-order value 2.

The role of \(v^{\rm sr}_\mu\) shows in a moment that the maximisation does not constrain. The exact \(\int n_0e^{-2r^2}\) is 0.137192, and \(\Psi^{0.5}\) gives 0.137192 (tested to 0.1 % of the exact value). Without \(v^{\rm sr}_\mu\) it is 0.162471, 18 % above the exact value: with part of the repulsion missing, more charge sits at the centre. The restoring potential drops by about 0.17 between 1 and 3 bohr, against 0.298 for the full \(v_{\rm Hxc}\); the first number is only rough, because a potential found by the maximisation is much less accurate than the energy: other potential bases of seven to ten functions move it between about 0.16 and 0.19 while leaving \(F^\mu\) unchanged to the digits shown.

The variational principle (7) is tested with trial functions \((\Psi^\mu+\epsilon\chi)/\sqrt{1+\epsilon^2}\), \(\chi\) a normalised function orthogonal to \(\Psi^\mu\), with \(E^{\rm sr}_\mu\) recomputed from two new maximisations for each trial density. With \(\epsilon=\pm0.002\) the central-difference slope of the bare expectation value is \(-0.16446\), and that of \(\mathcal J_\mu\) is \(3.7\times10^{-7}\). The excess energies at \(\epsilon\) and \(2\epsilon\) are \(6.366\times10^{-6}\) and \(2.547\times10^{-5}\), positive and in the ratio 4.00 of a quadratic minimum.

**Adiabatic connection.** At \(\mu=0.5\) a finite difference of \(F^\mu\) gives 0.318875 and the expectation value in (14) gives 0.318872 Ha bohr. The quadrature of \(D\) from 0 to 8 is 0.4763535, against \(F^8-T_s=0.4763536\); both comparisons are tests. The remaining 0.000262 of \(E_{\rm Hxc}\) is \(E^{\rm sr}_8\).

**Small \(\mu\).** The \(\mu^3\) coefficient of \(F^\mu\) from (18) is \(-2\times7.105114/(3\sqrt\pi)=-2.67242\); extrapolation of the computed \(F^\mu\) gives \(-2.67237\). For (19), \(3\lambda^2/\mu^6=16/(3\pi)\). The lowest \(p\) state has \(\Delta=0.421703\) and \(z^2=1.183547\) bohr\(^2\), and alone gives \(-\frac{16}{3\pi}(1.183547)^2/(2\times0.421703)=-2.8196\). The full sums are \(-2.8210\) Ha bohr\(^6\) and \(3.3439\) bohr\(^6\), and the extrapolated values \(-2.8175\) and \(3.3398\) differ from them by 0.12 % of the sums (tested to 1 %). One state dominates because completeness fixes \(\sum_az_a^2=\langle z^2\rangle_\varphi=7.105114/6=1.184186\), which the lowest state nearly exhausts. The leading terms are useful only at quite small \(\mu\). At \(\mu=0.25\), where \(\mu^2\langle r_{12}^2\rangle=0.44\), they predict \(3.3439\times0.25^6=0.00082\) and \(E_c^{\rm lr}=-0.00069\), about twice the actual 0.000384 and \(-0.038510+0.038182=-0.000328\).

**Large \(\mu\).** Quadrature confirms (5), \(p(0)=0.564190\) and \(J=0.353553\). A fit of \(\mu^2E^{\rm sr}_\mu/I\) at six values of \(\mu\) from 6 to 26, with terms \(1,\ \mu^{-1},\ \mu^{-2}\ln\mu,\ \mu^{-2},\ \mu^{-3}\), gives 1.57083 and 1.6673 for the first two coefficients, against 1.57080 and 1.6711 from (23) (tested to 0.1 % and 2 % of the formula values). The fitted \(1/\mu\) coefficient of \(I^\mu/I\) is 1.1263 against 1.1284. The logarithmic term is allowed for in the fits but not itself tested. At \(\mu=8\), \(E^{\rm sr}=2.6155\times10^{-4}\); the first term of (23) is 11 % below it and two terms, \(2.6246\times10^{-4}\), are 0.35 % above it. At \(\mu=26\) the deviations from \(2.2815\times10^{-5}\) are 3.9 % and 0.06 %.

**A quantity that is not monotonic.** The output shows \(\langle\hat W^{\rm lr}\rangle=0.447454\) at \(\mu=8\), above the full repulsion \(W=0.447443\) of the physical system, although \(w^{\rm lr}_\mu<1/r\) everywhere. There is no conflict with part 5, which proved monotonicity for \(F^\mu\) only; the two expectation values are taken in different wavefunctions. From (6), \(\langle\hat W^{\rm lr}\rangle-W=(T-T^\mu)-E^{\rm sr}_\mu\). At \(\mu=8\) this is \((0.664418-0.664145)-0.000262=+0.000011\), and at \(\mu=4\) it is \((0.664418-0.663330)-0.001162\approx-0.00007\). Both terms on the right begin at order \(\mu^{-2}\), the first because \(\Psi^\mu-\Psi\) does, and none of the inequalities above fixes the sign of their difference.

## Numbers as computed

```
omega = 0.5 Ha, basis size = 161, potential functions = 8; energies in Ha, mu in 1/bohr
E0 = 2.00000000  V = 0.888139  F = 1.111861  W = 0.447443  T = 0.664418
int n r^2 = 7.105114 bohr^2   I = 0.0094385 bohr^-3
Ts (von Weizsaecker) = 0.6352457   F^0 (Lieb) = 0.6352457
EHxc = 0.476615  EHx = 0.515125  Ec = -0.038510  rms error of v at mu=0 = 2.1e-04
v(1 bohr)-v(3 bohr): analytic vHxc 0.29787, Lieb mu=0 0.29740, mu=0.5 0.16714
C = max y erfc(y) = 0.24038
mu     F^mu      T^mu      Wlr       Esr_Hxc   Esr_Hx    Esr_c      1-|<KS|Psi>|^2
0.0   0.635246  0.635246  0.000000  0.476615  0.515125  -0.038510  0.000000
0.25  0.882634  0.635571  0.247062  0.229227  0.267410  -0.038182  0.000384
0.5   1.011583  0.639738  0.371845  0.100278  0.134055  -0.033777  0.005060
1.0   1.085500  0.651527  0.433973  0.026361  0.046039  -0.019678  0.016478
2.0   1.106364  0.660281  0.446083  0.005497  0.012744  -0.007247  0.023250
4.0   1.110699  0.663330  0.447368  0.001162  0.003275  -0.002113  0.025160
8.0   1.111599  0.664145  0.447454  0.000262  0.000824  -0.000563  0.025599
inf   1.111861  0.664418  0.447443  0.000000  0.000000  0.000000  0.025730
mu=0.5: dF/dmu finite difference = 0.318875, expectation = 0.318872 Ha bohr
integral 0..8 of <dW/dmu> = 0.4763535   F^8 - Ts = 0.4763536
mu=0.5 trial eps=0.002: slope without Esr = -0.16446, with Esr = 3.7e-07
  E(eps)-E0 = 6.366e-06, E(2eps)-E0 = 2.547e-05
int n exp(-2r^2): exact 0.137192, Psi^0.5 0.137192, without vsr 0.162471 electrons
mu=0.5: <T+V+Wlr> = 1.899722, bounds 0.086708 < Esr = 0.100278 < 0.117571
mu=0.5: EHx_lr = 0.381070, KS determinant above E0 by 0.004733 Ha = 0.1288 eV
mu=0.5: Esr = 2.7287 eV, Hardy bound = 2.1381 Ha, 2mu/sqrt(pi) = 0.5642 Ha
mu^3 coefficient of F^mu: Lieb -2.67237, formula -2.67242 Ha bohr^3
lowest KS s->p gap = 0.421703 Ha, z^2 = 1.183547 bohr^2
mu^6 coefficient of Ec_lr: Lieb -2.8175, p-state sum -2.8210 Ha bohr^6
mu^6 coefficient of 1-overlap^2: Lieb 3.3398, p-state sum 3.3439 bohr^6
int erfc(3r)/r d3r = 0.349066 bohr^2, p(0) = 0.564190, int y^2 p exp(-y^2) = 0.353553
mu^2 Esr/I fit: a0 = 1.57083 (formula 1.57080), a1 = 1.6673 (formula 1.6711)
on-top I^mu/I - 1, 1/mu coefficient: fit 1.1263, formula 1.1284 1/bohr
mu=8.0: Esr = 2.6155e-04, one term 2.3166e-04, two terms 2.6246e-04, I^mu/I = 1.13568
mu=26.0: Esr = 2.2815e-05, one term 2.1932e-05, two terms 2.2829e-05, I^mu/I = 1.04225
```
